# Roughening of an initially flat Edwards-Wilkinson line

## Definitions and conventions

Let $h(x,t)$ be the height of a line above its mean growth level, with $x$ measured along the line. Small-slope smoothing and random events give the Edwards-Wilkinson equation

$$\frac{\partial h}{\partial t}=\nu\frac{\partial^2 h}{\partial x^2}+\eta(x,t),\qquad h(x,0)=0,$$

with $\nu>0$, $\langle\eta\rangle=0$ and

$$\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t').$$

Angle brackets are averages over the noise. The factor 2 belongs to the definition of $D$. The equations hold in any consistent units, atomic units included. The quantity sought is $W(t)=\langle h(x,t)^2\rangle$ on an infinite line. Since $\langle h\rangle=0$, it is the height variance.

## One relaxing variable

Begin with a single amplitude $X$, possibly complex, that starts at zero:

$$\dot X=-\gamma X+\xi,\qquad \langle\xi(t)\xi^*(t')\rangle=2B\,\delta(t-t').$$

Multiplying by $e^{\gamma t}$ and integrating gives $X(t)=\int_0^t e^{-\gamma(t-s)}\xi(s)\,ds$. In $\langle|X|^2\rangle$ the delta function removes one of the two time integrals:

$$\langle|X|^2\rangle=2B\int_0^t e^{-2\gamma(t-s)}ds=\frac{B}{\gamma}\left(1-e^{-2\gamma t}\right).$$

For $\gamma t\ll1$ this is $2Bt$, a free random walk. For $\gamma t\gg1$ it is $B/\gamma$, where noise and relaxation balance.

## A ring: many such variables

On a ring of length $L$, write $h=\sum_k h_k e^{ikx}$ with $k=2\pi n/L$. Then $h_k=L^{-1}\int_0^L h\,e^{-ikx}dx$, and the noise amplitudes obey

$$\langle\eta_k(t)\eta_{k'}^*(t')\rangle=\frac{2D}{L^2}\delta(t-t')\int_0^L e^{-i(k-k')x}dx=\frac{2D}{L}\delta_{kk'}\delta(t-t').$$

Two derivatives of $e^{ikx}$ give $-k^2$, so each mode is the variable above with $\gamma=\nu k^2$ and $B=D/L$. Different modes are uncorrelated, and their variances add:

$$W_L=\frac{2Dt}{L}+\frac1L\sum_{k\ne0}\frac{D}{\nu k^2}\left(1-e^{-2\nu k^2t}\right).$$

The first term is the random walk of the ring's mean height, which smoothing cannot restrain. The sum is the width about that mean. At late times the exponentials vanish. The modes $\pm n$ contribute equally, so the width becomes

$$\frac{2D}{L\nu}\frac{L^2}{4\pi^2}\sum_{n=1}^{\infty}\frac1{n^2}=\frac{2DL}{4\pi^2\nu}\frac{\pi^2}{6}=\frac{DL}{12\nu}.$$

A finite ring therefore stops roughening about its own mean.

## The infinite line

As $L\to\infty$ the mode spacing $2\pi/L$ shrinks, and $L^{-1}\sum_k$ becomes $\int dk/(2\pi)$:

$$W(t)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{D}{\nu k^2}\left(1-e^{-2\nu k^2t}\right).$$

The integrand is finite at $k=0$, where it tends to $2Dt/(2\pi)$, and falls as $1/k^2$ at large $k$, so the integral converges. Differentiating in time cancels $\nu k^2$ and leaves a Gaussian:

$$\frac{dW}{dt}=\frac{2D}{2\pi}\int_{-\infty}^{\infty}e^{-2\nu tk^2}dk=\frac D\pi\sqrt{\frac{\pi}{2\nu t}}=\frac{D}{\sqrt{2\pi\nu t}}.$$

With $W(0)=0$ and $\int_0^t s^{-1/2}ds=2\sqrt t$,

$$\boxed{W(t)=D\sqrt{\frac{2t}{\pi\nu}}}$$

The rms height grows as $t^{1/4}$. Writing $W=2Dt/\sqrt{2\pi\nu t}$ shows why growth is slower than a random walk: the accumulated noise $2Dt$ is shared over a length that itself grows as $\sqrt t$.

**The same result in real space.** The heat kernel $G(x,s)=e^{-x^2/4\nu s}/\sqrt{4\pi\nu s}$ spreads each noise impulse. Averaging the squared response gives $W=2D\int_0^t ds\int G^2dx$, where

$$\int_{-\infty}^{\infty}G^2dx=\frac{\sqrt{2\pi\nu s}}{4\pi\nu s}=\frac1{\sqrt{8\pi\nu s}}.$$

Hence $W=4D\sqrt t/\sqrt{8\pi\nu}$, which is the boxed result.

**How long a ring looks infinite.** The time derivative of $W_L$ is $(2D/L)\sum_k e^{-2\nu k^2t}$. The Gaussian

$$F(x)=\int\frac{dk}{2\pi}e^{ikx-2\nu k^2t}=\frac{e^{-x^2/8\nu t}}{\sqrt{8\pi\nu t}}$$

repeated at spacing $L$ is a periodic function with Fourier coefficients $L^{-1}e^{-2\nu k^2t}$. Evaluating it at $x=0$ gives

$$\frac{dW_L}{dt}=\frac{2D}{\sqrt{8\pi\nu t}}\sum_{m=-\infty}^{\infty}e^{-m^2L^2/8\nu t}.$$

The term $m=0$ is the infinite line. The others are exponentially small while $8\nu t\ll L^2$. In that regime the width about the ring's own mean is $W-2Dt/L$.

**A surface instead of a line.** For a two-dimensional film, with $D$ defined by the corresponding areal noise, the integral becomes $\int k\,dk/(2\pi)$ over the same mode variance. At large $k$ it behaves as $(D/2\pi\nu)\int dk/k$, which diverges logarithmically. The variance of a film then depends on a short-wavelength cutoff, and the boxed law does not describe it.

## Heights at two points

Let $C(r,t)=\langle h(x,t)h(x+r,t)\rangle$. The factor $e^{ikr}$ in the mode integral turns the time derivative into $2DF(r)$. With $R=|r|/\sqrt{8\nu}$,

$$C=\frac{2D}{\sqrt{8\pi\nu}}\int_0^t s^{-1/2}e^{-R^2/s}ds.$$

Integration by parts gives

$$\int_0^t s^{-1/2}e^{-R^2/s}ds=2\sqrt t\,e^{-R^2/t}-2R^2\int_0^t s^{-3/2}e^{-R^2/s}ds.$$

In the last integral set $v=R/\sqrt s$, so that $s^{-3/2}ds=-2\,dv/R$. The subtracted term becomes $4R\int_q^\infty e^{-v^2}dv=2\sqrt\pi R\,\mathrm{erfc}\,q$, where $q=R/\sqrt t=|r|/\sqrt{8\nu t}$. Therefore

$$C(r,t)=W(t)\left[e^{-q^2}-\sqrt\pi\,q\,\mathrm{erfc}\,q\right].$$

At $r=0$ this returns $W$. Correlations fade over the length $\sqrt{8\nu t}$, called the correlation length below. At that distance $C$ has already fallen to 9% of $W$; it reaches $W/e$ at about half of it. At small $q$ the bracket is $1-\sqrt\pi q$ to first order, so the mean-square slope between points a short distance $b$ apart is

$$\frac{2(W-C)}{b^2}\simeq\frac{2\sqrt\pi\,qW}{b^2}=\frac{D}{\nu b}.$$

It diverges as $b\to0$. The height variance is finite, but a small-slope equation needs a smallest length below which it is not applied.

## A start from equilibrium

Suppose the line has already reached its stationary state, with mode spectrum $S=D/(\nu k^2)$. Let $E=e^{-\nu k^2t}$. The displacement of a mode since $t=0$ is $-(1-E)h_k(0)$ plus fresh noise of spectrum $S(1-E^2)$. The two parts are independent, so the displacement spectrum is

$$S(1-E)^2+S(1-E^2)=2S(1-E).$$

Compared with the flat-start spectrum $S(1-E^2)$, this is twice the flat result at time $t/2$. The mean-square displacement is thus $2W(t/2)=\sqrt2\,W(t)$. The old roughness also relaxes, which adds to the motion.

## A lattice of sites

Atoms supply a shortest length $a$. Replace the second derivative by $(h_{j+1}+h_{j-1}-2h_j)/a^2$ and the noise strength by $2D/a$ per site. The relaxation rate becomes $(2\nu/a^2)(1-\cos ka)$. With $z=4\nu t/a^2$,

$$\frac{dW_a}{dt}=2D\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}e^{-z(1-\cos ka)}=\frac{2D}{a}e^{-z}I_0(z),$$

where $I_n$ are modified Bessel functions. Using $I_0'=I_1$ and $I_1'=I_0-I_1/z$,

$$\frac{d}{dz}\left[ze^{-z}(I_0+I_1)\right]=e^{-z}\left[I_0+I_1-zI_0+zI_0-I_1\right]=e^{-z}I_0.$$

Since $dt=a^2dz/4\nu$,

$$W_a=\frac{aD}{2\nu}\,ze^{-z}\left[I_0(z)+I_1(z)\right].$$

For $z\ll1$, $W_a\simeq2Dt/a$: the sites have not yet influenced each other. For $z\gg1$, $I_0\simeq e^z(1+1/8z)/\sqrt{2\pi z}$ and $I_1\simeq e^z(1-3/8z)/\sqrt{2\pi z}$, so

$$W_a\simeq\frac{aD}{2\nu}\sqrt{\frac{2z}{\pi}}\left(1-\frac1{8z}\right)=W\left(1-\frac1{8z}\right).$$

Take $D=1.3$, $\nu=0.8$, $t=10$ and $a=0.5$, all dimensionless, so $z=128$. Propagating the covariance matrix of 201 coupled sites numerically gives 3.6636 at the centre, against 3.6672 from the continuum law. The relative deficit, 0.00098, agrees with $1/(8z)$.

A direct simulation used 400 rings of 256 sites with $D=\nu=a=1$ and time step 0.05. At $t=25$ the variance was $3.976\pm0.048$ (one standard error), and the continuum law gives 3.989.

## From the equation to a crystal step

An atomic step on a terrace is a line, and $h$ is now its sideways displacement. Let its small-slope energy be $(\beta/2)\int(\partial_xh)^2dx$, with stiffness $\beta$. The restoring force per length is $\beta\,\partial_x^2h$. Define the mobility $\Gamma$ by letting the step move at $\Gamma/k_BT$ times this force. Then $\nu=\Gamma\beta/k_BT$.

Thermal equilibrium fixes the noise. The modes $\pm k$ together have energy $\beta Lk^2|h_k|^2$ and two real degrees of freedom, whose mean energy is $k_BT$. Hence $\langle|h_k|^2\rangle=k_BT/(\beta Lk^2)$. The dynamics gives $D/(L\nu k^2)$, so $D=\nu k_BT/\beta=\Gamma$, and

$$W=\sqrt{\frac{2\Gamma k_BT\,t}{\pi\beta}}.$$

## Numbers for a step on Si(111)

Consider a step annealed at 1173 K before a layer-by-layer process. Rough inputs are $\beta=0.3$ eV/nm and $\Gamma=6\times10^4$ nm³/s. With $k_BT=0.1011$ eV,

$$\nu=\frac{6\times10^4\times0.3}{0.1011}=1.78\times10^5\ \text{nm}^2/\text{s}.$$

After 0.1 s from a straight start,

$$W=6\times10^4\sqrt{\frac{2\times0.1}{\pi\times1.78\times10^5}}\approx36\ \text{nm}^2.$$

The rms wandering is 6.0 nm, or 60 angstrom. At 0.01 s it is 3.4 nm and at 1 s it is 10.7 nm: a tenfold longer anneal multiplies it by $10^{1/4}\approx1.8$. The correlation length $\sqrt{8\nu t}$ at 0.1 s is about 380 nm ($C$ falls to $W/e$ at about 180 nm), so the largest bends are long and shallow, with steeper roughness on shorter scales.

The inputs are meant to lie in the range of real Si(111) steps near this temperature, but they are rough. A factor of two in $\Gamma$ changes $W$ by $\sqrt2$. The ideal straight start is the assumption that a long-annealed step breaks most plainly. If the step is already equilibrated, its rms displacement in 0.1 s is 7.1 nm instead of 6.0 nm. These are model results, not measurements.

### What the model leaves out at 0.1 s

**Lattice and observation length.** With $a=0.384$ nm, the lattice correction $1/(8z)$ is $2.6\times10^{-7}$. Observation matters more. By the mode formula $\int C\,dr=2Dt$, the mean position over a long window $L$ has variance $2Dt/L$ to leading order in $\sqrt{8\nu t}/L$. For $L=5000$ nm this is $2\times6\times10^4\times0.1/5000=2.4$ nm². The window's edges reduce this by about 3%, to 2.33 nm², so measuring from the window's own mean lowers $W$ by 6.5%.

**Neighbouring steps.** Hold two neighbours straight at distance $d=500$ nm, with assumed repulsion energy per length $A/(\text{distance})^2$ and $A=0.04$ eV nm. The energy $A/(d+h)^2+A/(d-h)^2$ has curvature $12A/d^4$ at $h=0$. It adds $-ch$ to the equation, with $c=12A\Gamma/(d^4k_BT)$. Every mode rate rises by $c$, so $dW/dt$ gains the factor $e^{-2ct}\simeq1-2ct$. Integrating $s^{1/2}$ in place of $s^{-1/2}$ gives a relative loss $2ct/3=3\times10^{-7}$.

**Slopes.** The rms slope $\sqrt{k_BT/(\beta b)}$ is 0.94 over one atomic spacing and 0.18 over 10 nm. The linear equation is therefore not an atomic-scale description, and $\beta$ must be read as a coarse-grained stiffness. To size the nonlinearity, take a line energy proportional to $\sqrt{1+p^2}$ for slope $p$. Its curvature is proportional to $(1+p^2)^{-3/2}$. Averaging numerically over Gaussian slopes at 10 nm lowers the stiffness by 4.5%, which would raise $W\propto\beta^{-1/2}$ by about 2%. If the mobility refers to motion along the local normal, it also gains a factor $\sqrt{1+p^2}$, and the rise is about 3%. These figures belong to the chosen 10 nm: the same average lowers the stiffness by 1.6% at 30 nm, 12% at 3 nm and 26% at 1 nm. A stiffness inferred from longer wavelengths already contains such a shift.

**Net motion.** A step advancing along its normal at speed $v$ has $\partial_th=v\sqrt{1+(\partial_xh)^2}$, which adds $(v/2)(\partial_xh)^2$ to the uniform advance $v$. For a bend of height $w$ and length $\ell_b$, the ratio of this term to smoothing is $(v/2)(w/\ell_b)^2/(\nu w/\ell_b^2)=vw/2\nu$. With $v=1$ nm/s and $w=6$ nm it is $1.7\times10^{-5}$. This is a scale estimate; it grows with $w$, so it does not cover arbitrarily long growth.

**Terrace diffusion.** The law assumes that atoms attached or released at the step exchange freely with a common reservoir. For an isolated step without evaporation, a bend of wavenumber $k$ instead creates an adatom excess that decays as $e^{-|k|y}$ away from it. Let $u_e$ be the excess in equilibrium with the bend, $u_0$ the actual excess at the step, $\kappa$ the attachment speed and $D_s$ the terrace diffusivity. Flux balance requires

$$\kappa(u_e-u_0)=D_s|k|u_0.$$

Solving for $u_0$ gives the flux $\kappa u_e|k|\ell/(1+|k|\ell)$, with $\ell=D_s/\kappa$. The mode rate is reduced by the same factor, while the equilibrium spectrum is unchanged. Numerical integration over modes gives a loss in $W$ of 6.5% for an assumed $\ell=5000$ nm and 1.1% for 50000 nm; exchange of atoms with a train of steps spaced 500 nm apart changes these to 7.5% and 2.4%. Both lengths are far above the correlation length, and nothing here shows that Si(111) lies in that regime. With area $\Omega=0.064$ nm² per atom and equilibrium adatom density $c_{eq}$, attachment from both terraces gives $\Gamma=2\Omega^2c_{eq}\kappa$, so $\ell=2\Omega^2D_sc_{eq}/\Gamma$. The value 5000 nm requires $D_sc_{eq}=3.7\times10^{10}$ s⁻¹. For $D_sc_{eq}=10^8$ s⁻¹, $\ell\approx14$ nm, the loss is 70% and the rms is 3.3 nm. The 6.0 nm figure therefore holds only if $\ell$ is well above the correlation length; at $\ell$ equal to it the loss is 29% for an isolated step. The condition is not sufficient on narrow terraces: for steps spaced 50 nm apart the loss is 15% at $\ell=5000$ nm and 6% at 50000 nm. If $\ell$ is far below the correlation length, the rate is $\nu\ell|k|^3$. Rescaling $k$ by $t^{-1/3}$ in the mode integral then gives $W\propto t^{1/3}$ for an isolated step, and the Edwards-Wilkinson law fails. In a step train, exchange with neighbours moves the exponent back toward $1/2$ at long times.

### Cooling to 600 K

Assume a rough activation energy of 1.5 eV for $\Gamma$ and hold $\beta$ fixed. This ignores the reconstruction of Si(111) between the two temperatures, which can change both quantities. It also ignores the stiffening of a step as kinks freeze out: in a simple kink model with row spacing $a_\perp=0.333$ nm, $\beta=(2ak_BT/a_\perp^2)\sinh^2(\epsilon/2k_BT)$, the kink energy $\epsilon=0.124$ eV that gives 0.3 eV/nm at 1173 K gives about 0.8 eV/nm at 600 K. The mobility falls to 0.042 nm³/s. For 0.1 s, $z=0.66$, so the continuum condition $z\gg1$ is not met. The lattice formula, started from a straight step, gives an rms displacement of 0.13 nm, below one atomic spacing. Such a value cannot be read as a smooth bend. If each displaced site has moved by one row spacing normal to the step, $a\sqrt3/2=0.333$ nm, this variance corresponds to a displaced fraction of about 0.15. That number only translates a continuous-height variance; on a real straight step the first moves must create kink pairs, and the fraction depends on hop rates that $\Gamma$ and $\beta$ do not fix. Over an hour at 600 K the same formula gives an rms of 2.0 nm from a straight start, or 1.6 nm with the stiffer value of $\beta$; a step that carries roughness from the hot stage moves by about 2.5 nm at fixed $\beta$. Diffusion along the step edge, which relaxes a mode at a rate proportional to $k^4$, is left out. With an assumed edge mobility $\Omega^2a\,(10^{13}\,\text{s}^{-1})\,e^{-1.0\,\text{eV}/k_BT}$ it would raise the 0.13 nm to about 0.4 nm and the 2.0 nm to 2.1 nm. Under these assumptions, and if the process chemistry does not itself mobilize the step, its wandering over an hour or less is largely inherited from the high-temperature history. That history includes the cooling itself: in the same model, a 0.1 s hold followed by a ramp of 100 K/s leaves an rms of about 10 nm, and a ramp of 10 K/s about 17 nm, instead of 6.0 nm. An activation energy of 2.5 eV would give about 9 nm and 15 nm. The roughness of a film deposited on top is a separate, two-dimensional problem.
